# Mean rise of the ground level in a fluctuating well

## Problem

An electron is confined in a film between two impenetrable walls. The mean thickness is \(L_0=3\) nm. The local thickness is \(L=L_0+\delta\), where the deviation \(\delta\) varies along the film, has area average \(\langle\delta\rangle=0\) and rms value \(\sigma=\sqrt{\langle\delta^2\rangle}=0.3\) nm.

Define the local ground level \(E(L)\) as the lowest confinement energy of a flat film having the local thickness. Show that, to second order in \(\delta/L_0\), the area average of \(E(L)\) lies 3 percent above \(E_0=E(L_0)\). Then find how far this number depends on the distribution of thickness, and when it describes the energy of a carrier.

For numbers in meV, take an ultrathin (100) silicon film between oxide layers. The rough typical masses are \(m=0.92\,m_e\) for motion across the film and \(m_t=0.19\,m_e\) for motion along it, with \(m_e\) the free-electron mass. Energies are measured from the conduction-band edge.

## First estimate by scaling

The hard-wall problem contains only \(\hbar\), \(m\) and \(L\). The one energy they can form is

\[
E\sim\frac{\hbar^2}{mL^2}.
\]

A deviation \(\delta\) changes this energy by a fraction of order \(\delta/L_0\). That linear change has opposite signs in thick and thin places and averages to zero. The first surviving term is quadratic, so the expected size is

\[
\frac{\langle E\rangle-E_0}{E_0}\sim\left(\frac{\sigma}{L_0}\right)^2=(0.10)^2=1\ \text{percent}.
\]

The sign follows from the shape of \(1/L^2\). The curve steepens as \(L\) falls, so thinning raises the level more than equal thickening lowers it. The average must rise.

For the absolute scale, \(\hbar^2/(2m_e)=0.03810\) eV nm² gives

\[
\frac{\hbar^2}{mL_0^2}=\frac{2(0.03810)}{0.92\,(3.0)^2}\ \text{eV}\approx9.2\ \text{meV}.
\]

The scaling estimate of the rise is one percent of this, about 0.09 meV. Scaling leaves the numerical factors open.

## Exact solution of the model

**The level.** Inside the film \(-(\hbar^2/2m)\varphi''=E\varphi\). The solution that vanishes at \(z=0\) is proportional to \(\sin kz\), with \(E=\hbar^2k^2/(2m)\). It must also vanish at \(z=L\), so \(kL=n\pi\). The lowest state has \(n=1\):

\[
\varphi_L(z)=\sqrt{\frac2L}\sin\frac{\pi z}{L},\qquad
E(L)=\frac{\hbar^2\pi^2}{2mL^2}.
\]

With \(x=\delta/L_0\), the constants cancel in the ratio:

\[
\frac{E(L)}{E_0}=\frac{L_0^2}{(L_0+\delta)^2}=\frac1{(1+x)^2}.
\]

**The expansion.** For \(|x|<1\), start from the geometric series

\[
\frac1{1+x}=1-x+x^2-x^3+x^4-x^5+\cdots .
\]

Differentiating both sides and reversing the sign gives

\[
\frac1{(1+x)^2}=1-2x+3x^2-4x^3+5x^4-\cdots .
\]

**The average.** Since \(\langle x\rangle=0\) and \(\langle x^2\rangle=\sigma^2/L_0^2\), the result through second order is

\[
\boxed{\frac{\langle E\rangle-E_0}{E_0}=3\frac{\sigma^2}{L_0^2}
=3(0.10)^2=0.03.}
\]

This is the required 3 percent. It is independent of the mass. In the silicon film

\[
E_0=\frac{\pi^2(0.03810)}{0.92\,(3.0)^2}\ \text{eV}=45.41\ \text{meV},
\]

and the rise is \(0.03\times45.41=1.36\) meV. The other silicon valleys have the light mass 0.19 across the film. Between hard walls they start at 219.9 meV and have the same fractional rise; a finite oxide barrier changes both statements, as noted below.

**A case without expansion.** Let half the area have thickness 2.7 nm and half 3.3 nm. The mean and rms deviation are as prescribed. With \(s=\sigma/L_0\),

\[
\frac{\langle E\rangle}{E_0}
=\frac12\left[\frac1{(1+s)^2}+\frac1{(1-s)^2}\right]
=\frac{(1-s)^2+(1+s)^2}{2(1-s^2)^2}
=\frac{1+s^2}{(1-s^2)^2}.
\]

For \(s=0.10\) this is \(1.01/0.9801=1.0305\), a rise of 3.05 percent. The levels themselves show the asymmetry: 56.07 meV at 2.7 nm is 10.66 meV above \(E_0\), while 37.53 meV at 3.3 nm is 7.88 meV below it. Half the difference is 1.39 meV.

## Comparison of the two

Scaling gives the correct power of \(\sigma/L_0\) and the correct sign. Its fractional rise, 1 percent, is low by the factor 3 that comes from the curvature of \(1/L^2\). Its absolute rise is low by a further factor \(\pi^2/2\), which relates \(E_0\) to \(\hbar^2/(mL_0^2)\). The product \(3\pi^2/2\approx15\) accounts for the difference between 0.09 and 1.36 meV.

The factor 3 was also tested by solving the wave equation on a grid of spacing 0.01 nm for thicknesses 2.94, 3.00 and 3.06 nm. The fractional rise divided by \((0.02)^2\) was 3.002. The series predicts \(3+5(0.02)^2=3.002\).

## What the distribution changes

The second-order result needs only the mean and rms deviation. The next terms, \(-4\langle x^3\rangle+5\langle x^4\rangle\), depend on the shape of the distribution.

Suppose 80 percent of the area has thickness 2.85 nm and 20 percent has 3.60 nm. Then \(x=-0.05\) or \(0.20\), and

\[
\begin{aligned}
\langle x\rangle&=0.8(-0.05)+0.2(0.20)=0,\\
\langle x^2\rangle&=0.8(0.0025)+0.2(0.04)=0.01,\\
\langle x^3\rangle&=0.8(-0.000125)+0.2(0.008)=0.0015,\\
\langle x^4\rangle&=0.8(0.00000625)+0.2(0.0016)=0.000325.
\end{aligned}
\]

The cubic term contributes \(-0.60\) percent and the quartic term \(+0.16\) percent. The series through fourth order therefore gives 2.56 percent; the full average is 2.53 percent. In the mirrored case, with 20 percent of the area at 2.40 nm and the rest at 3.15 nm, the cubic term changes sign and the full rise is 3.81 percent. Rare thin places thus matter more than rare thick ones.

The rise stays positive for every zero-mean distribution with nonzero spread and positive thickness. The second derivative of \((1+x)^{-2}\) is \(6(1+x)^{-4}>0\), so the curve lies above its tangent \(1-2x\) except at \(x=0\). Averaging that inequality gives \(\langle E\rangle>E_0\).

A Gaussian distribution needs care. Without a cutoff it includes \(x=-1\), a film of zero thickness, where \((1+x)^{-2}\) is not integrable. The full average then diverges, although the second-order term is finite. A Gaussian cut at four widths and rescaled to \(\sigma=0.3\) nm gives a rise of 3.16 percent.

## When the average describes a carrier

**Spread and scattering.** To first order, \(E-E_0=-2E_0\delta/L_0\). The rms spread is therefore

\[
\frac{2E_0\sigma}{L_0}=2(45.41)(0.10)=9.08\ \text{meV},
\]

well above the mean rise of 1.36 meV. The linear term, which vanishes from the average, is the potential that scatters carriers moving along the film. Its amplitude varies as \(L_0^{-3}\) at fixed \(\delta\). In lowest-order perturbation theory the scattering rate contains its square, hence \(L_0^{-6}\), if masses, carrier energy and the lateral pattern are fixed and screening is neglected.

**Slow thickness variation.** Let one wall be flat, and try the state \(\Psi=\chi(x_\parallel)\varphi_L(z)\), where \(x_\parallel\) is the position along the film and \(\chi\) is real. Its lateral gradient is

\[
\nabla_\parallel\Psi=\varphi_L\nabla_\parallel\chi
+\chi\,\frac{\partial\varphi_L}{\partial L}\nabla_\parallel L.
\]

On squaring and integrating over \(z\), the cross term vanishes because \(\int\varphi_L\,\partial_L\varphi_L\,dz=\tfrac12\,\partial_L\int\varphi_L^2\,dz=0\). For uniform \(\chi\), the energy is \(\langle E\rangle\) plus a gradient energy. To leading order in the roughness the latter is

\[
E_{\rm grad}=\frac{\hbar^2}{2m_t}\langle|\nabla_\parallel L|^2\rangle I,
\qquad I=\int_0^{L_0}\left(\frac{\partial\varphi_L}{\partial L}\right)^2_{L=L_0}dz.
\]

To find \(I\), put \(u=\pi z/L\). Differentiation of \(\varphi_L\) gives

\[
\frac{\partial\varphi_L}{\partial L}
=-\sqrt{\frac{2}{L^3}}\left(\tfrac12\sin u+u\cos u\right).
\]

With \(dz=(L/\pi)\,du\),

\[
\begin{aligned}
I&=\frac{2}{\pi L_0^2}\int_0^\pi
\left(\tfrac14\sin^2u+u\sin u\cos u+u^2\cos^2u\right)du\\
&=\frac{2}{\pi L_0^2}\left[\frac\pi8-\frac\pi4+
\left(\frac{\pi^3}{6}+\frac\pi4\right)\right]
=\frac{1}{L_0^2}\left(\frac{\pi^2}{3}+\frac14\right).
\end{aligned}
\]

The last two integrals follow from double-angle formulas and integration by parts.

Take the thickness correlation \(C(r)=\sigma^2e^{-r^2/\Lambda^2}\), where \(\Lambda\) is the lateral length. Over a small step \(r\), the mean square thickness difference is \(2[C(0)-C(r)]\approx2\sigma^2r^2/\Lambda^2\). Dividing by \(r^2\) gives the mean square slope in one direction; two directions give \(\langle|\nabla_\parallel L|^2\rangle=4\sigma^2/\Lambda^2\). Thus

\[
E_{\rm grad}=\frac{\hbar^2}{2m_t}\frac{4\sigma^2}{\Lambda^2L_0^2}
\left(\frac{\pi^2}{3}+\frac14\right).
\]

For a slow undulation with \(\Lambda=20\) nm this is 0.071 meV, small beside 1.36 meV. For \(\Lambda=1.5\) nm it is 12.6 meV. The latter belongs to this trial state and is not a prediction of the true shift. It is about nine times the mean rise, so for short-range roughness \(\langle E\rangle\) alone is not even the energy of the trial state, and the local-level picture loses its support.

Even for slow variation, \(\langle E\rangle\) belongs to a laterally uniform state. By the variational principle, the full energy of this trial state is an upper bound on the lowest energy in this model; for small roughness \(\langle E\rangle+E_{\rm grad}\) approximates that bound. A carrier can lower its energy by favouring thick places.

**Thermal carriers.** For slow variation and low carrier density, the local density of carriers in the lowest subband is proportional to \(e^{-E/k_BT}\), since the in-plane motion contributes the same factor everywhere. Write \(E=E_0+\eta\), with \(\eta=E_0(-2x+3x^2)\) through second order. The carrier-weighted shift is

\[
\frac{\langle\eta e^{-\eta/k_BT}\rangle}{\langle e^{-\eta/k_BT}\rangle}
\approx\langle\eta\rangle-\frac{\langle\eta^2\rangle}{k_BT}
=E_0\left(3-\frac{4E_0}{k_BT}\right)\frac{\sigma^2}{L_0^2}.
\]

The denominator differs from one by a second-order amount and so affects only higher orders. At 300 K, \(k_BT=25.85\) meV, and

\[
45.41\left(3-\frac{4(45.41)}{25.85}\right)(0.10)^2=-1.83\ \text{meV}.
\]

The cut Gaussian gives \(-1.77\) meV without this expansion. The area average rises, but the average local level seen by these carriers, taken as noninteracting, falls, because they gather where the film is thick.

This weighting requires \(\Lambda\) to be large compared with the thermal length \(\hbar/\sqrt{m_tk_BT}=3.94\) nm. It also requires a sheet density well below \(N=2m_tk_BT/(\pi\hbar^2)=4.1\times10^{12}\) cm⁻². This scale comes from integrating \(e^{-\hbar^2k^2/(2m_tk_BT)}\) over \(d^2k/(2\pi)^2\), which gives \(m_tk_BT/(2\pi\hbar^2)\), and multiplying by two spins and two valleys.

Coulomb repulsion sets a stricter limit, because carriers gathered in thick places repel one another. Without nearby gates, and for wavevector \(q\ll1/L_0\), the gathering at sheet density \(n\) is reduced by \(1/(1+q_s/q)\) with \(q_s=e^2n/(2\epsilon_0\epsilon_{\rm ox}k_BT)\), where \(\epsilon_{\rm ox}\approx3.9\) is the oxide permittivity. Requiring \(q_s\ll2/\Lambda\) gives \(n\ll10^{11}\) cm⁻² for \(\Lambda=20\) nm. A self-consistent solution for this case gives a shift of about \(-1.0\) meV at \(n=0.01N\) and \(+0.5\) meV at \(n=0.1N\), so the sign changes well below \(N\). Metal gates behind 2 nm of oxide on both sides weaken the repulsion, and the shift at \(0.1N\) is then about \(-0.5\) meV.

## The real film

An rms roughness of a few tenths of a nanometre and a lateral length of one to a few nanometres are rough typical values for silicon–oxide interfaces. The 20 nm undulation is a chosen slow case. For short-range roughness the local-level assumption is not justified, because the gradient energy it leaves out, 12.6 meV in the trial state at \(\Lambda=1.5\) nm, exceeds the rise itself.

The other corrections can be compared through the average over 2.7 and 3.3 nm, for which the hard-wall rise is 1.385 meV. Each is taken separately.

- **Finite barrier.** Take a rough barrier \(V=3.1\) eV and oxide mass \(m_{\rm ox}=0.5\,m_e\). Matching a cosine inside to a decaying exponential outside, with \(\psi\) and \(\psi'/m\) continuous, gives \((k/m)\tan(kL/2)=\kappa/m_{\rm ox}\), where \(\kappa=\sqrt{2m_{\rm ox}(V-E)}/\hbar\). The level falls to about 41 meV and the rise to about 1.1 meV, or 2.7 percent of the new level. The light-mass valleys fall much further, from 219.9 to about 136 meV, with a rise of 1.9 percent. They then lie about 96 meV above the ground level, below its second subband at about 122 meV above, and hold roughly a tenth of the carriers at 300 K.
- **Band shape.** The rough nonparabolic relation \(E(1+\alpha E)=\hbar^2\pi^2/(2mL^2)\), with \(\alpha=0.5\) eV⁻¹, gives a rise of about 1.3 meV.
- **Field across the film.** With the field held fixed, the rise is 1.373 meV at 0.1 MV/cm and 0.631 meV at 1 MV/cm. The stronger field drops 300 meV across 3 nm, far more than \(E_0\), so thickness no longer sets the level alone. The reduction depends on what is held fixed: if the 300 meV drop across the film is fixed instead of the field, the rise is 1.336 meV.
- **Image charge.** A charge at mid-film has images at distances \(nL\) on both sides, with relative strengths \(\gamma^n\). Half their interaction energy is \(-e^2\ln(1-\gamma)/(4\pi\epsilon_0\epsilon_sL)\), where \(\gamma=(\epsilon_s-\epsilon_{\rm ox})/(\epsilon_s+\epsilon_{\rm ox})\). Rough permittivities \(\epsilon_s=11.7\) and \(\epsilon_{\rm ox}=3.9\) give about 28 meV at 3 nm. This is the mid-film value; averaged over \(\varphi_L^2\) the image energy is about 33 meV. Either way its \(1/L\) dependence adds about 0.3 meV to the rise.

The 3 percent is therefore a statement about the area average of hard-wall levels. Applying it to a carrier requires slow thickness variation, a weak field and an occupation so uniform that its preference for thick places changes the average by much less than the rise. For the dilute, unscreened thermal carriers above, this last condition fails at 300 K, however small \(\sigma\) is: in \(3-4E_0/(k_BT)\) the second term is about 7.0 and outweighs the first. It would become small only for \(k_BT\gg4E_0/3\approx61\) meV. There carriers also fill higher subbands, the next of which lies \(3E_0\approx136\) meV above the first between hard walls (about 96 meV, in the light-mass valleys, with the finite barrier), and this one-subband formula no longer applies.

## Values computed for the example and the checks

```
mean thickness: 3.0 nm
rms thickness deviation: 0.3 nm
relative rms deviation: 0.10 (ratio)
confinement mass: 0.92 electron masses
in-plane mass: 0.19 electron masses
hbar^2/(2 electron mass): 0.03810 eV nm^2
level at 3.0 nm: 45.41 meV
level at 2.7 nm: 56.07 meV
level at 3.3 nm: 37.53 meV
grid level at 3.0 nm: 45.41 meV
grid second-order coefficient: 3.002 (number)
second-order rise: 3.00 percent
second-order rise: 1.36 meV
full rise, equal 2.7 / 3.3 nm: 3.05 percent
full rise, skewed 2.85 / 3.60 nm: 2.53 percent
full rise, skewed 2.40 / 3.15 nm: 3.81 percent
full rise, cut Gaussian: 3.16 percent
first-order rms level spread: 9.08 meV
full Gaussian level spread: 9.91 meV
gap to second subband: 136.2 meV
level of light-mass ladder: 219.9 meV
Neglected effects; rises are averages over 2.7 and 3.3 nm
hard-wall rise: 1.385 meV
oxide barrier: 3.1 eV
oxide mass: 0.5 electron masses
finite-barrier level: 40.64 meV
finite-barrier rise: 1.106 meV
finite-barrier rise: 2.72 percent
nonparabolicity: 0.5 1/eV
nonparabolic level: 44.43 meV
nonparabolic rise: 1.288 meV
rise in field 0.1 MV/cm: 1.373 meV
rise in field 1.0 MV/cm: 0.631 meV
silicon permittivity: 11.7 (relative)
oxide permittivity: 3.9 (relative)
mid-film image energy: 28.4 meV
added image-energy rise: 0.287 meV
gradient energy, lateral length 20.0 nm: 0.071 meV
gradient energy, lateral length 1.5 nm: 12.619 meV
temperature: 300 K
thermal energy: 25.85 meV
thermal length hbar/sqrt(m_t kT): 3.94 nm
carrier-weighted shift, second order: -1.83 meV
carrier-weighted shift, cut Gaussian: -1.77 meV
degeneracy density scale: 4.10 10^12 cm^-2
```
